# Free-energy correction from a learned potential to its reference: a program that tests the result

```python
"""Free-energy correction from a learned potential (ML) to its reference.
Result under test: F_ref - F_ML = m - s^2/(2 kT), where D = U_ref - U_ML
is Gaussian in the ML ensemble with mean m and standard deviation s.
Energies are in meV per supercell, lengths in nm, temperatures in K.
Classical nuclei and a fixed cell are assumed; neglected effects are sized.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.stats import gamma, norm

MEV = 1e-3 * const.e


def thermal_energy(temperature):
    return const.k * temperature / MEV


def exponential_average(difference, weight, kT):
    """-kT ln <exp(-D/kT)> from values on a uniform grid."""
    return -kT * np.log(np.sum(weight * np.exp(-difference / kT))
                        / np.sum(weight))


def gaussian_quadrature(mean, spread, kT):
    z = np.linspace(-14, 14, 28001)
    return exponential_average(mean + spread * z, np.exp(-z**2 / 2), kT)


def fluctuation(spread, kT):
    return -spread**2 / (2 * kT)


# Inputs of the example
T, T_use = 300.0, 358.15
m, s, s_mono = 20.0, 50.0, 40.0
atoms, units = 96, 32
kT, kT_use = thermal_energy(T), thermal_energy(T_use)
term = fluctuation(s, kT)
total = m + term

# Gaussian average from its definition
for spread, energy in [(s, kT), (s_mono, kT), (s, kT_use)]:
    numeric = gaussian_quadrature(m, spread, energy)
    assert abs(numeric - m - fluctuation(spread, energy)) < 1e-6
assert abs(gaussian_quadrature(0.0, s, kT) + 48) < 0.5

# Harmonic coordinate with a constant force error
stiffness = 1.0e6                       # meV/nm^2
force = s * np.sqrt(stiffness / kT)     # meV/nm
x = np.linspace(-0.12, 0.12, 40001)
U_ml = stiffness * x**2 / 2
D = m + force * x
U_ref = U_ml + D


def moments(potential, energy):
    w = np.exp(-(potential - potential.min()) / energy)
    w /= w.sum()
    mean = np.sum(w * D)
    return mean, np.sqrt(np.sum(w * (D - mean)**2))


def configuration_difference(energy):
    return -energy * np.log(np.sum(np.exp(-U_ref / energy))
                            / np.sum(np.exp(-U_ml / energy)))


mean_ml, spread_ml = moments(U_ml, kT)
mean_ref, spread_ref = moments(U_ref, kT)
direct = configuration_difference(kT)
assert abs(direct - (mean_ml - spread_ml**2 / (2 * kT))) < 1e-5
assert abs(direct - (mean_ref + spread_ref**2 / (2 * kT))) < 1e-5
assert abs(spread_ref - spread_ml) < 1e-5
assert abs(mean_ref - (m - s**2 / kT)) < 1e-5
assert mean_ref < direct < mean_ml
relaxation = U_ref.min() - m            # minimum found on the grid
assert abs(relaxation - term) < 1e-3
# The force-error term must not depend on temperature
direct_use = configuration_difference(kT_use)
spread_use = moments(U_ml, kT_use)[1]
assert abs(direct_use - direct) < 1e-5
assert abs(spread_use / spread_ml - np.sqrt(T_use / T)) < 1e-6

# Skewed distribution: shifted gamma law with the same mean and spread
skew = 0.1


def skewed_excess(skewness, spread):
    shape = 4 / skewness**2
    z = np.linspace(-14, 14, 28001)
    g = shape + np.sqrt(shape) * z
    logw = gamma.logpdf(g, shape)
    w = np.exp(logw - logw.max())
    return exponential_average(spread * z, w, kT) - fluctuation(spread, kT)


third = skew * s**3 / (6 * kT**2)
excess = skewed_excess(skew, s)
# Higher cumulants of the gamma law contribute several percent
assert abs(excess - third) < 0.10 * third
# Four independent cells: spread doubles, skewness halves
excess_four = skewed_excess(skew / 2, 2 * s)
assert abs(excess_four - 4 * excess) < 1e-4

# Finite sampling
frames, repeats = 1000, 4000
rng = np.random.default_rng(12345)
sample = rng.normal(m, s, size=(repeats, frames))
cumulant_est = sample.mean(axis=1) - sample.var(axis=1, ddof=1) / (2 * kT)
exponential_est = -kT * np.log(np.exp(-sample / kT).mean(axis=1))
error_formula = np.sqrt(s**2 / frames + term**2 * 2 / (frames - 1))
error_cumulant = cumulant_est.std(ddof=1)
error_exponential = exponential_est.std(ddof=1)
bias_exponential = exponential_est.mean() - total
# The spread of 4000 repeats is itself known to about one percent
assert abs(error_cumulant / error_formula - 1) < 0.06
assert error_exponential > error_cumulant
assert bias_exponential > 0
tail = norm.cdf((mean_ref - m) / s)
assert abs(np.mean(sample < mean_ref) - tail) < 1e-3

# Quantum nuclei: common relative frequency error on all vibrations
mode, freq_error = 40.0, 0.01
modes = 3 * atoms - 3


def quantum_free_energy(quantum):
    levels = quantum * (np.arange(400) + 0.5)
    return -kT * np.log(np.sum(np.exp(-levels / kT)))


shift_quantum = modes * (quantum_free_energy(mode * (1 + freq_error))
                         - quantum_free_energy(mode))
shift_classical = modes * kT * np.log(1 + freq_error)
quantum_excess = shift_quantum - shift_classical
slope = mode / 2 / np.tanh(mode / (2 * kT)) - kT
assert abs(quantum_excess / (modes * freq_error * slope) - 1) < 0.02

# Volume relaxation under a pressure error
volume, bulk, pressure = units * 0.034, 200.0, 0.5   # nm^3, GPa, GPa
to_mev = 1e9 * 1e-27 / MEV
relaxed = minimize_scalar(
    lambda v: to_mev * (bulk * v**2 / (2 * volume) - pressure * v),
    bounds=(-0.02, 0.02), method="bounded", options={"xatol": 1e-8})
volume_term = -to_mev * volume * pressure**2 / (2 * bulk)
assert abs(relaxed.fun - volume_term) < 1e-4

# Difference between two phases, fluctuation part only
term_mono = fluctuation(s_mono, kT)
phase_shift = term - term_mono

print(f"Temperature: {T:.0f} K")
print(f"Thermal energy kT: {kT:.3f} meV")
print(f"Atoms per supercell: {atoms}")
print(f"HfO2 formula units per supercell: {units}")
print(f"Mean difference m: {m:.1f} meV")
print(f"Standard deviation s: {s:.1f} meV")
print(f"Ratio s/kT: {s / kT:.3f}")
print(f"Fluctuation term: {term:.2f} meV per supercell")
print(f"Same by quadrature: {gaussian_quadrature(0, s, kT):.2f} meV")
print(f"Total correction: {total:.2f} meV per supercell")
print(f"Fluctuation term: {term / units:.3f} meV per formula unit")
print(f"Mean of D in reference ensemble: {mean_ref:.2f} meV")
print(f"ML frames below that mean: {100 * tail:.2f} %")
print(f"Model stiffness: {stiffness / 1000:.0f} eV/nm^2")
print(f"Model force error: {force / 1000:.3f} eV/nm")
print(f"Shift of minimum: {force / stiffness:.5f} nm")
print(f"Relaxation energy: {relaxation:.2f} meV")
print(f"Total from configuration integrals: {direct:.2f} meV")
print(f"Monoclinic s: {s_mono:.1f} meV")
print(f"Monoclinic fluctuation term: {term_mono:.2f} meV")
print(f"Phase difference shift: {phase_shift:.2f} meV per supercell")
print(f"Phase shift: {phase_shift / units:.3f} meV per formula unit")
print(f"Assumed skewness: {skew:.2f}")
print(f"Third-cumulant term: {third:.2f} meV")
print(f"Full skewed-law excess: {excess:.2f} meV")
print(f"Excess for fourfold cell: {excess_four:.2f} meV")
print(f"Independent frames: {frames}")
print(f"Sampling error, cumulant formula: {error_formula:.2f} meV")
print(f"Sampling error, cumulant simulated: {error_cumulant:.2f} meV")
print(f"Sampling error, exponential: {error_exponential:.2f} meV")
print(f"Bias, exponential: {bias_exponential:.2f} meV")
print(f"Rough vibrational quantum: {mode:.0f} meV")
print(f"Number of vibrations: {modes}")
print(f"Common frequency error: {100 * freq_error:.1f} %")
print(f"Classical shift from it: {shift_classical:.1f} meV")
print(f"Quantum shift from it: {shift_quantum:.1f} meV")
print(f"Neglected quantum part: {quantum_excess:.1f} meV")
print(f"Rough cell volume: {volume:.3f} nm^3")
print(f"Rough bulk modulus: {bulk:.0f} GPa")
print(f"Pressure error: {pressure:.1f} GPa")
print(f"Neglected volume relaxation: {relaxed.fun:.2f} meV")
print(f"Temperature of use: {T_use:.2f} K")
print(f"Term there, s fixed: {fluctuation(s, kT_use):.2f} meV")
print(f"Force-error model, s there: {spread_use:.2f} meV")
print(f"Force-error model, term there: {direct_use - m:.2f} meV")
print("PASS")
```

Printed output:

```
Temperature: 300 K
Thermal energy kT: 25.852 meV
Atoms per supercell: 96
HfO2 formula units per supercell: 32
Mean difference m: 20.0 meV
Standard deviation s: 50.0 meV
Ratio s/kT: 1.934
Fluctuation term: -48.35 meV per supercell
Same by quadrature: -48.35 meV
Total correction: -28.35 meV per supercell
Fluctuation term: -1.511 meV per formula unit
Mean of D in reference ensemble: -76.70 meV
ML frames below that mean: 2.66 %
Model stiffness: 1000 eV/nm^2
Model force error: 9.834 eV/nm
Shift of minimum: 0.00983 nm
Relaxation energy: -48.35 meV
Total from configuration integrals: -28.35 meV
Monoclinic s: 40.0 meV
Monoclinic fluctuation term: -30.95 meV
Phase difference shift: -17.41 meV per supercell
Phase shift: -0.544 meV per formula unit
Assumed skewness: 0.10
Third-cumulant term: 3.12 meV
Full skewed-law excess: 2.91 meV
Excess for fourfold cell: 11.63 meV
Independent frames: 1000
Sampling error, cumulant formula: 2.68 meV
Sampling error, cumulant simulated: 2.70 meV
Sampling error, exponential: 4.42 meV
Bias, exponential: 0.37 meV
Rough vibrational quantum: 40 meV
Number of vibrations: 285
Common frequency error: 1.0 %
Classical shift from it: 73.3 meV
Quantum shift from it: 87.5 meV
Neglected quantum part: 14.2 meV
Rough cell volume: 1.088 nm^3
Rough bulk modulus: 200 GPa
Pressure error: 0.5 GPa
Neglected volume relaxation: -4.24 meV
Temperature of use: 358.15 K
Term there, s fixed: -40.50 meV
Force-error model, s there: 54.63 meV
Force-error model, term there: -48.35 meV
PASS
```
